# First-order and second-order current peaks from one trap depth

## The question

A thin film stores electrons in traps of a single depth $E$ below the conduction-band edge. The film is heated at a constant rate $\beta$, the electrons escape, and the current in the external wire is recorded. This is a thermally stimulated current (TSC) peak. Let $T_m$ be the temperature of its maximum, and $T_1<T_m<T_2$ the temperatures at half its height. The high-temperature half-width fraction is

$$\mu_g=\frac{T_2-T_m}{T_2-T_1}.$$

The traps lie in a store of thickness $w$. On one side a trap-free spacer of thickness $a$ and the same permittivity $\varepsilon_1$ leads to a collecting electrode. On the other side a blocking layer of thickness $b$ and permittivity $\varepsilon_2$ leads to a gate, joined to the collector by the wire. The store is thin compared with $a$ and $b$.

Algebra is in atomic units ($\hbar=e=m_e=4\pi\varepsilon_0=1$), with $\theta=kT$. Fields are given as the magnitude of the force on an electron. Numerical results are in engineering units.

The example has the rough parameters of a disordered aluminium nitride film:

- $E=1.1$ eV (chosen), attempt rate $s=10^{11}$ s$^{-1}$, $\beta=0.1$ K/s, starting temperature 300 K;
- $a=300$ nm, $b=200$ nm, $w=5$ nm, $\varepsilon_1=8.5$, $\varepsilon_2=4$;
- initial stored density $\sigma_0=3\times10^{11}$ cm$^{-2}$, trap density $N=10^{20}$ cm$^{-3}$;
- mobility $\mu=1$ cm$^2$/Vs, effective mass $m_*=0.3$.

## (a) Field and measured current

**Find the field that drives electrons to the collector, and relate the wire current to the loss of stored charge.**

Let $\sigma=nw$ be the stored number per area, $F$ the field in the spacer and $F_b$ that in the blocking layer, each pointing away from the store. For electrodes of equal work function, Gauss's law and the short circuit give

$$\varepsilon_1F+\varepsilon_2F_b=4\pi\sigma,\qquad Fa=F_bb.$$

Inserting $F_b=Fa/b$ in the first equation gives

$$F=\frac{4\pi\sigma f}{\varepsilon_1},\qquad
f=\frac{b/\varepsilon_2}{a/\varepsilon_1+b/\varepsilon_2}.$$

The field is proportional to the charge that remains. A fraction $f$ of the image charge sits on the collector and $1-f$ on the gate. When an electron reaches the collector, the gate's share must return through the wire. If the charge in transit is negligible, the current per area has magnitude

$$i=(1-f)\left|\frac{d\sigma}{dt}\right|.$$

The peak shape is therefore that of the loss rate. Here $f=50/(35.29+50)=0.586$. In engineering units $4\pi\sigma$ becomes $e\sigma/\varepsilon_0$, with $e/\varepsilon_0=1.8095\times10^{-12}$ MV cm, so the initial field is

$$F_0=\frac{(1.8095\times10^{-12})(3\times10^{11})(0.586)}{8.5}=0.0374\ \text{MV/cm}.$$

## (b) When does recapture give second order?

**Derive the rate equation for the trapped fraction $m=n/n_0$. Compare discharge in the film's own field with discharge in a constant applied field.**

Let $n_c$ be the density of free electrons in the store and $A$ the capture coefficient. Assume that free electrons are well mixed across the store and leave it at the drift velocity $v=\mu F$. Then

$$\frac{dn_c}{dt}=s n e^{-E/\theta}-A(N-n)n_c-\frac{v}{w}n_c,$$

$$\frac{dn}{dt}=-s n e^{-E/\theta}+A(N-n)n_c.$$

Free electrons are few and adjust quickly, so $dn_c/dt$ is negligible. The first equation gives

$$n_c=\frac{s n e^{-E/\theta}}{A(N-n)+v/w},\qquad
\frac{dn}{dt}=-\frac{v}{w}n_c.$$

In the film's own field, $v=v_0m$. Define $\nu=n_0/N$ and $R=ANw/v_0$. Substituting $n_c$ and multiplying numerator and denominator by $w/v_0$ gives

$$\frac{dm}{dt}=-s e^{-E/\theta}\,m\,\frac{m}{m+R(1-\nu m)}. \tag{1}$$

The last factor is the probability that a released electron escapes before recapture.

- If $R\ll m$, escape is almost certain and $\dot m=-s e^{-E/\theta}m$: first order. This fails in the far tail, where $m$ becomes comparable with $R$.
- If $R\gg1$ and $\nu\ll1$, the escape probability is $m/R$ and $\dot m=-s_2e^{-E/\theta}m^2$, with $s_2=s/R$: second order.

In a constant field $v=v_0$, and the same steps give

$$\frac{dm}{dt}=-\frac{s e^{-E/\theta}m}{1+R(1-\nu m)}
\simeq-\frac{s}{1+R}e^{-E/\theta}m\qquad(\nu\ll1).$$

However large $R$ is, this is first order with a reduced attempt rate. Strong recapture is thus not sufficient for a second-order current. The escape probability must also fall in proportion to the remaining charge, as it does here because the driving field collapses.

To find $R$ we need $A$, which detailed balance supplies. Measure the chemical potential $\zeta$ from the band edge. A trap holding one electron has two spin states, so its occupation $p$ obeys $p/(1-p)=2e^{(\zeta+E)/\theta}$. The dilute band holds $n_c=N_ce^{\zeta/\theta}$, with $N_c=2(m_*\theta/2\pi)^{3/2}$. Equal release and capture, $s e^{-E/\theta}p=An_c(1-p)$, then require

$$2s=AN_c.$$

At the reference temperature 450 K, $N_c=7.58\times10^{18}$ cm$^{-3}$, so $A=2.64\times10^{-8}$ cm$^3$/s. With $s$ and $A$ held at these values,

$$\frac{v_0}{w}=\frac{(1)(3.74\times10^4)}{5\times10^{-7}}=7.49\times10^{10}\ \text{s}^{-1},$$

$$R=\frac{(2.64\times10^{-8})(10^{20})}{7.49\times10^{10}}=35.3,
\qquad s_2=\frac{10^{11}}{35.3}=2.84\times10^9\ \text{s}^{-1}.$$

The store has $n_0=\sigma_0/w=6\times10^{17}$ cm$^{-3}$, hence $\nu=0.006$. Both conditions for second order are met.

## (c) The two peaks

**Solve both limiting equations, obtain the peak conditions, and find $\mu_g$ for the example. The first-order reference is the same trap with recapture switched off.**

Since $dt=dT/\beta$, both solutions contain

$$J(T)=\int_{T_0}^{T}e^{-E/kT'}dT'.$$

Integrating by parts from zero temperature, and putting $x'=E/kT'$ in the remaining integral,

$$\int_0^Te^{-E/kT'}dT'
=Te^{-x}-\frac Ek\int_0^T\frac{e^{-E/kT'}}{T'}dT'
=Te^{-x}-\frac Ek E_1(x),$$

where $x=E/kT$ and $E_1(x)=\int_x^\infty e^{-z}dz/z$. Subtracting the value at $T_0$ gives $J$. Separation of variables, with $m(T_0)=1$, yields

$$m_{\rm I}=e^{-sJ/\beta},\qquad
m_{\rm II}=\frac1{1+s_2J/\beta}.$$

The signals $y=-\dot m$ are

$$y_{\rm I}=s e^{-x}e^{-sJ/\beta},\qquad
y_{\rm II}=\frac{s_2e^{-x}}{(1+s_2J/\beta)^2}.$$

Because $d(-x)/dT=E/kT^2$ and $dJ/dT=e^{-x}$, setting $d\ln y/dT=0$ gives

$$\frac{\beta E}{kT_m^2}=s e^{-E/kT_m}\quad\text{(first order)}, \tag{2}$$

$$\frac{\beta E}{kT_m^2}\left(1+\frac{s_2J_m}{\beta}\right)=2s_2e^{-E/kT_m}\quad\text{(second order)}. \tag{3}$$

Solving for the peaks, and then for half of each peak height, gives:

| | $T_1$ (K) | $T_m$ (K) | $T_2$ (K) |
|---|---:|---:|---:|
| first order | 402.78 | 421.77 | 435.42 |
| second order | 445.16 | 472.85 | 502.85 |

As a check on (2), $E/kT_m=30.265$: the left side is $0.1\times30.265/421.77=0.00718$ s$^{-1}$, and the right side is $10^{11}e^{-30.265}=0.00718$ s$^{-1}$.

The fractions are

$$\mu_g^{\rm I}=\frac{13.65}{32.64}=0.418,\qquad
\mu_g^{\rm II}=\frac{30.00}{57.69}=0.520.$$

The second-order peak is wider on both sides, but proportionally more so on the hot side. There $m_{\rm I}$ falls exponentially with $J$, but $m_{\rm II}$ only as $1/J$: the falling escape probability slows the loss and keeps charge in the film to higher temperatures.

## (d) Why these fractions?

**Expand the curves for small $\epsilon=kT_m/E$, and decide whether 0.42 and 0.52 are universal.**

Write $T=T_m(1+\epsilon u)$. To first order in $\epsilon$,

$$-\frac E{kT}=-\frac1\epsilon+u-\epsilon u^2.$$

With $dT=\epsilon T_mdu$, and with the exponentially small contribution from the lower end neglected, $J=\epsilon T_me^{-1/\epsilon}G(u)$, where

$$G(u)=\int_{-\infty}^{u}e^{v-\epsilon v^2}dv
\simeq e^u\left[1-\epsilon(u^2-2u+2)\right].$$

The polynomial comes from $\int_{-\infty}^u v^2e^vdv=e^u(u^2-2u+2)$.

**First order.** Condition (2) reads $s e^{-1/\epsilon}=\beta/(\epsilon T_m)$, so $sJ/\beta=G$. Subtracting the value at $u=0$,

$$\ln\frac{y}{y_m}=1+u-e^u+\epsilon h_{\rm I}(u),$$

$$h_{\rm I}=-u^2+e^u(u^2-2u+2)-2.$$

At $\epsilon=0$ the half-height points solve $e^u-u=1+\ln2$.

**Second order.** Put $s_2J/\beta=cG$. Stationarity at $u=0$ requires $1=2c/[1+cG(0)]$. Since $G(0)=1-2\epsilon$, this gives $c=1/(1+2\epsilon)\simeq1-2\epsilon$, and so $cG=e^u[1-\epsilon(u^2-2u+4)]$. With $\ell=e^u/(1+e^u)$,

$$\ln\frac{y}{y_m}=\ln\frac{4e^u}{(1+e^u)^2}+\epsilon h_{\rm II}(u),$$

$$h_{\rm II}=-u^2+2\ell(u^2-2u+4)-4.$$

The leading shape is $\operatorname{sech}^2(u/2)$. It is symmetric, with half-height points $\pm q$, where $q=2\ln(1+\sqrt2)$.

**Shift of the half-height points.** Let $u_\pm$ be the leading roots, $W=u_+-u_-$, and $D(u)$ the derivative of the leading logarithm. Keeping the logarithm at $-\ln2$ moves each root by $\epsilon\delta_\pm$, with $\delta_\pm=-h(u_\pm)/D(u_\pm)$. Hence

$$\mu_g=\frac{u_++\epsilon\delta_+}{W+\epsilon(\delta_+-\delta_-)}
\simeq\frac{u_+}{W}+\epsilon\,\frac{u_+\delta_--u_-\delta_+}{W^2}.$$

For first order, $D=1-e^u$, and the numerical roots give

$$\mu_g^{\rm I}\simeq0.403+0.493\,\epsilon.$$

For second order, $D=1-2\ell=-\tanh(u/2)$, which is $\mp1/\sqrt2$ at $\pm q$. Therefore $\delta_\pm=\pm\sqrt2\,h_{\rm II}(\pm q)$. Using $\ell(q)-\ell(-q)=1/\sqrt2$ and $\ell(q)+\ell(-q)=1$,

$$\delta_++\delta_-=2\sqrt2\left[\frac{q^2+4}{\sqrt2}-2q\right].$$

The coefficient of $\epsilon$ is $(\delta_++\delta_-)/(4q)$, so

$$\mu_g^{\rm II}\simeq\frac12+\left(\frac q2+\frac2q-\sqrt2\right)\epsilon
=0.500+0.602\,\epsilon.$$

The example has $\epsilon=1/30.265$ and $1/26.996$, for which these formulas give 0.419 and 0.522. The full curves gave 0.418 and 0.520; the differences are of higher order in $\epsilon$.

The fractions 0.42 and 0.52 are therefore not universal. As $\epsilon\to0$ they fall to 0.403 and 0.500. Between $E/kT_m=25$ and 35 the formulas give 0.422 to 0.417 for first order and 0.524 to 0.517 for second order, which explains why 0.42 and 0.52 serve well in that range.

## (e) Does the film reach the second-order limit?

**Use equation (1) without taking a limit. Compare own-field and constant-field discharge at the same $R$, $\nu$, $E$, $s$ and $\beta$.**

With $R=35.3$, numerical integration gives $\mu_g=0.519$ and $T_m=473.2$ K in the film's own field, but $\mu_g=0.420$ and $T_m=474.3$ K in a constant field. Recapture delays both peaks by about 52 K relative to the recapture-free one. Only the own-field peak acquires the second-order shape. To realise the constant-field case at this $R$, the filling must be low enough for the film's own field to be negligible beside the applied one.

Varying the initial drift velocity, with the other parameters fixed, shows the crossover in the own field:

| $R$ | 0.001 | 0.1 | 1 | 10 | 1000 |
|---|---:|---:|---:|---:|---:|
| $\mu_g$ | 0.418 | 0.436 | 0.491 | 0.516 | 0.523 |

The small-$R$ end is a mathematical limit, not an attainable velocity in this film.

The condition $\nu\ll1$ matters too. If the traps start full ($\nu=1$) in a constant field at the same $R$, then $\mu_g=0.389$. The first electrons to leave find few empty traps, while later ones find many. Early escape is thus favoured, and $T_1$ falls from 450 to 420 K, much more than $T_2$, which falls from 492 to 486 K. This is a mathematical case: full traps would themselves produce a field of 6.2 MV/cm, far above the 0.037 MV/cm assumed.

Keeping $n_c$ as a separate variable changes $m$ by less than $10^{-6}$ of the initial charge between 300 and 560 K, so the neglect of $dn_c/dt$ is harmless here.

## (f) What could mislead the experimenter?

**Estimate the main neglected effects, and judge whether $\mu_g=0.52$ proves strong recapture.**

*Diffusion in the spacer.* The particle flux is $j=\mu(Fn_c-\theta\,dn_c/dz)$, with $n_c=0$ at the collector. Multiplying by $e^{-Fz/\theta}$ turns the right side into $-\mu\theta\,d(n_ce^{-Fz/\theta})/dz$. Integration from 0 to $a$ gives

$$j=\frac{\mu Fn_c(0)}{1-e^{-Fa/\theta}}.$$

Initially $Fa=1.12$ eV, far above $\theta\simeq0.041$ eV at the peak, so drift dominates. This correction alone changes $\mu_g$ from 0.519 to 0.521.

*Uneven density in the store.* The field runs linearly from $F$ at the spacer edge to $-F_s$ at the other edge, where $F_s=F(1-f)/f$. At a fraction $z$ of the thickness the electron energy is $w[Fz-(F+F_s)z^2/2]$, whose mean is $U=w(F/3-F_s/6)$. If the free electrons kept a Boltzmann distribution, the edge density would exceed the mean by the factor $1+U/\theta$ to first order, and this alone would give $\mu_g=0.523$. The outflow acts against this. For uniform loss it grows linearly from zero at the blocking layer to $\mu Fn_c$ at the spacer edge, and the density gradient that carries it lowers the edge density by the fraction $Fw/3\theta$. This cancels the first term of $U/\theta$ and leaves a reduction $F_sw/6\theta$, about 5% for the initial field at the peak temperature (8% at 300 K). The net effect is therefore a lower edge density. Solving drift, diffusion and recapture across the store in the self-consistent field gives $\mu_g\simeq0.517$ and $T_m\simeq474.0$ K. The value 0.523 thus indicates the scale of the effect but has the wrong sign.

*Temperature-dependent prefactors.* Taking $s\propto T^2$ and $A\propto T^{1/2}$ gives 0.518. These three estimates together, with the Boltzmann edge density, give 0.523 and lower $T_m$ by 1.6 K. Most of that lowering comes from the Boltzmann edge factor, whose net sign is the opposite once the outflow is included, so this combination shows only the size of the corrections. The mobility was held constant. If it is thermally activated with 0.2 eV and equals 1 cm$^2$/Vs at 450 K, the own-field model gives 0.516.

*Charge state.* The traps were assumed neutral when empty. Suppose instead that an empty trap is positively charged, and that fixed negative charge compensates the empty traps, so that $F$ is unchanged. For an isolated trap the barrier $-1/(\varepsilon_\infty r)-Fr$ peaks at $r=(\varepsilon_\infty F)^{-1/2}$, which lowers the escape energy by $2\sqrt{F/\varepsilon_\infty}$. With $\varepsilon_\infty=4.6$ this is formally 0.068 eV initially. But the maximum then lies at $r\simeq9$ nm, beyond the 5 nm store and the trap spacing $N^{-1/3}\simeq2.2$ nm, so the isolated-trap formula does not apply here. The line for charged traps in the numerical output uses it all the same and is not a prediction for this film.

*Spread of depths.* A Gaussian spread of 0.05 eV, without any recapture, raises the first-order fraction from 0.418 to 0.488. A large $\mu_g$ is therefore not proof of recapture.

The initial filling supplies a better test. Halving it in the own-field model halves $v_0$, doubles $R$ and moves $T_m$ from 473.2 to 484.6 K. Without recapture, and with a release rate that does not depend on the field, $\dot m/m$ at a given temperature does not depend on $n_0$ for traps of one depth. A first-order peak then keeps its temperature, even with a spread of depths, provided all depths are filled in the same proportion. The test is not conclusive if empty traps are charged: their barrier can depend on the film's own field, so that lower filling raises the barrier and moves the peak upward even without recapture.

*The real case.* The nitride parameters are rough, and $N=10^{20}$ cm$^{-3}$ is high. A mobility of 1 cm$^2$/Vs with $m_*=0.3$ implies a mean free path of about 0.05 nm, below an atomic spacing, so the free-band $N_c$, and with it $A$ and $R$, is only an order-of-magnitude estimate. The table in (e) shows that $\mu_g$ stays between 0.516 and 0.523 for $R$ from 10 to 1000. The layers are those of a thick test capacitor; memory stacks are far thinner. The peak analysis need not carry over to them. For a 3 nm spacer with a 1.1 eV barrier, the tunnelling factor is $e^{-2\kappa a}\simeq2\times10^{-8}$, where $\kappa=\sqrt{2m_*E}$. Multiplied by $s$, it gives a rate of about $2\times10^3$ s$^{-1}$ for a trap at the spacer edge, against a thermal release rate of 0.007 s$^{-1}$ at the first-order peak. If the collector has empty states at the trap level, such traps would empty by tunnelling before the heating begins. The same formula gives about $3\times10^5$ s$^{-1}$ for tunnelling between traps 2.2 nm apart inside the store, far faster than thermal release. If this keeps the trapped electrons in a Boltzmann distribution across the store, the thick-spacer example gives $\mu_g\simeq0.520$ and $T_m\simeq473.0$ K, close to the well-mixed result. A real spacer also contains traps, an effect not sized here. The single depth is also doubtful, with the change in $\mu_g$ estimated above. Electrodes of different work function add a field that does not collapse. A contact potential of 0.5 V that aids collection lowers $\mu_g$ from 0.519 to 0.509, and 1 V lowers it to 0.492. One of the opposite sign stops the drift before the store is empty.

The own-field peak current is about 30 pA/cm$^2$. At 358 K, a warm operating temperature, the half-life is $\ln2/(s e^{-E/\theta})=5.9$ h without recapture and $1/(s_2e^{-E/\theta})\simeq300$ h in the second-order limit. The latter assumes a constant mobility; the 0.2 eV activation considered above would lengthen it to about 1100 h. Recapture helps retention, but under these assumptions a 1.1 eV trap remains too shallow for storage over years. The remaining calculated values are in the numerical output.

## Values computed for the example and the checks

```
Trap depth: 1.1 eV
Attempt rate: 1e+11 1/s
Heating rate: 0.1 K/s
Start temperature: 300 K
Spacer, block, store: 300, 200, 5 nm
Permittivities film, block, fast: 8.5, 4.0, 4.6
Initial sheet density: 3e+11 1/cm2
Trap density: 1e+20 1/cm3
Initially filled fraction nu: 0.006
Mobility: 1 cm2/Vs
Effective mass / electron mass: 0.3
Reference temperature for capture: 450 K
Band density at reference: 7.5751e+18 1/cm3
Capture coefficient: 2.6402e-08 cm3/s
Field fraction f: 0.58621
Initial field: 0.037438 MV/cm
Initial spacer voltage: 1.1231 V
Drift-loss rate: 7.4876e+10 1/s
Recapture ratio R: 35.261
Second-order rate s2: 2.836e+09 1/s
First order: Tm=421.77 K, T1=402.78 K, T2=435.42 K, mu_g=0.4183
Second order: Tm=472.85 K, T1=445.16 K, T2=502.85 K, mu_g=0.5201
First E/kTm: 30.265
Second E/kTm: 26.996
First limit, slope, estimate: 0.40272, 0.49298, 0.4190
Second limit, slope, estimate: 0.50000, 0.60175, 0.5223
Strong recapture, own field: Tm=473.16 K, T1=445.53 K, T2=503.01 K, mu_g=0.5193
Strong recapture, constant field: Tm=474.29 K, T1=450.45 K, T2=491.58 K, mu_g=0.4204
Constant field, traps initially full: Tm=460.27 K, T1=419.63 K, T2=486.13 K, mu_g=0.3889
Own field, R=0.001: mu_g=0.4183
Own field, R=0.1: mu_g=0.4362
Own field, R=1: mu_g=0.4910
Own field, R=10: mu_g=0.5161
Own field, R=1000: mu_g=0.5226
Wire-charge fraction: 0.41379
Own-field peak current: 30.378 pA/cm2
Largest free-carrier balance error in m: 3.2539e-08
With diffusion effect: Tm=473.16 K, T1=445.53 K, T2=503.24 K, mu_g=0.5212
With edge effect: Tm=471.81 K, T1=443.90 K, T2=502.34 K, mu_g=0.5225
With prefactor effect: Tm=472.89 K, T1=446.55 K, T2=501.20 K, mu_g=0.5180
With charged effect: Tm=445.70 K, T1=416.61 K, T2=482.94 K, mu_g=0.5615
Diffusion, edge and prefactor together: Tm=471.61 K, T1=445.00 K, T2=500.79 K, mu_g=0.5231
Charged-trap barrier lowering: 0.068467 eV
Half initial filling: Tm=484.56 K, T1=455.60 K, T2=515.95 K, mu_g=0.5202
Peak shift for 10% larger mass: -2.2587 K
Gaussian depth spread: 0.05 eV
First order with depth spread: Tm=417.28 K, T1=388.75 K, T2=444.50 K, mu_g=0.4882
Maximum free density / band density: 4.9903e-15
Tunnelling exponent: 1153
Equivalent diffusion-capture radius: 0.54181 nm
Use temperature: 358 K
First-order half-life at use temperature: 5.8867 h
Second-order half-life at use temperature: 299.46 h
```
